# Interstitial diffusivity at 800 K from a transition-state jump rate: a program that tests the result

```python
"""
Result under test: an interstitial on a simple cubic network of sites has
    D = z a^2 k / 6 = a^2 k   (z = 6),   k = nu exp(-E / kB T).
a: jump length, z: number of neighbours, nu: prefactor per neighbour,
E: barrier, T: temperature, k: jump rate to ONE neighbour, D: diffusivity.
The tests use a transition-state flux integral, the master equation,
the decay of concentration waves, and a random-walk simulation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

jump_length = 0.25e-9          # m
prefactor = 1.0e13             # 1/s, per neighbour
neighbours = 6
barrier_ev = 0.7
temperature = 800.0            # K
barrier = barrier_ev * const.e # J

thermal_ev = const.k * temperature / const.e
reduced_barrier = barrier_ev / thermal_ev
boltzmann = np.exp(-reduced_barrier)
rate = prefactor * boltzmann
total_rate = neighbours * rate
diffusivity = neighbours * jump_length**2 * rate / 6

# --- Transition-state flux over a cosine barrier -------------------------
# V(x) = (E/2)(1 - cos(2 pi x/a)); the mass makes the well frequency nu.
curvature = 0.5 * barrier * (2 * np.pi / jump_length)**2
model_mass = curvature / (2 * np.pi * prefactor)**2


def flux_rate(temp):
    """One-way thermal flux through the barrier top per particle in the well."""
    kt = const.k * temp
    speed_scale = np.sqrt(kt / model_mass)
    mean_forward = quad(lambda w: w * np.exp(-w * w / 2) / np.sqrt(2 * np.pi),
                        0, np.inf)[0]
    well = quad(lambda u: np.exp(-barrier / (2 * kt)
                                 * (1 - np.cos(2 * np.pi * u))),
                -0.5, 0.5, points=[0.0], epsabs=1e-13)[0] * jump_length
    return speed_scale * mean_forward * np.exp(-barrier / kt) / well


flux_ratio = {}
for temp, tolerance in ((800.0, 0.15), (200.0, 0.03)):
    kt = const.k * temp
    flux_ratio[temp] = flux_rate(temp) / (prefactor * np.exp(-barrier / kt))
    leading = -kt / (4 * barrier)
    # tolerance covers the next order in kT/E
    assert abs((flux_ratio[temp] - 1) / leading - 1) < tolerance


# --- Master equation on a periodic cubic lattice --------------------------
def gain_minus_loss(p):
    """Time derivative of site probabilities, in units of the rate k."""
    change = -neighbours * p
    for axis in range(3):
        change = change + np.roll(p, 1, axis) + np.roll(p, -1, axis)
    return change


half = 10
size = 2 * half + 1
term = np.zeros((size, size, size))
term[half, half, half] = 1.0
reduced_time = 0.5             # k t, short enough that no edge is reached
probability = term.copy()
for order in range(1, 60):     # Taylor series of the propagator
    term = gain_minus_loss(term) * reduced_time / order
    probability += term
assert abs(probability.sum() - 1) < 1e-10
axis_sites = (np.arange(size) - half) * jump_length
position = np.meshgrid(axis_sites, axis_sites, axis_sites, indexing="ij")
moments = np.array([[np.sum(probability * r * s) for s in position]
                    for r in position])
master_d = moments / (2 * reduced_time / rate)
assert np.allclose(master_d / diffusivity, np.eye(3), atol=1e-7)

# --- Decay of long concentration waves in several directions --------------
wave_size = 40
grid = np.meshgrid(*[np.arange(wave_size)] * 3, indexing="ij")
wave_ratio = {}
for direction in ((1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 1, 0)):
    phase = sum(n * g for n, g in zip(direction, grid))
    wave = np.cos(2 * np.pi * phase / wave_size)
    decay = -rate * np.sum(wave * gain_minus_loss(wave)) / np.sum(wave**2)
    q_squared = (sum(n * n for n in direction)
                 * (2 * np.pi / (wave_size * jump_length))**2)
    wave_ratio[direction] = decay / q_squared / diffusivity
    # finite wavelength lowers the ratio by at most (q_i a)^2/12 = 0.8 %
    assert abs(wave_ratio[direction] - 1) < 0.01

# --- Random walk with exponential waiting times ---------------------------
rng = np.random.default_rng(12345)
walkers, max_jumps = 20000, 140
walk_time = 10.0 / rate
waits = rng.exponential(1 / total_rate, (walkers, max_jumps))
happened = np.cumsum(waits, axis=1) <= walk_time
assert not happened[:, -1].any()
choice = rng.integers(0, neighbours, (walkers, max_jumps))
squared = np.zeros(walkers)
for axis in range(3):
    forward = np.sum(happened & (choice == 2 * axis), axis=1)
    backward = np.sum(happened & (choice == 2 * axis + 1), axis=1)
    squared += ((forward - backward) * jump_length)**2
walk_d = squared.mean() / (6 * walk_time)
walk_error = squared.std(ddof=1) / np.sqrt(walkers) / (6 * walk_time)
mean_jumps = happened.sum(axis=1).mean()
assert abs(walk_d - diffusivity) < 4 * walk_error
assert walk_error < 0.01 * diffusivity
expected_jumps = total_rate * walk_time
assert abs(mean_jumps - expected_jumps) < 4 * np.sqrt(expected_jumps / walkers)

# --- Printed numbers -------------------------------------------------------
print("INPUT")
print(f"jump length a = {jump_length * 1e9:.2f} nm")
print(f"prefactor per neighbour nu = {prefactor:.1e} 1/s")
print(f"neighbours z = {neighbours}")
print(f"barrier E = {barrier_ev:.2f} eV")
print(f"temperature T = {temperature:.0f} K")
print("WORKED EXAMPLE")
print(f"Boltzmann constant = {const.k / const.e:.6e} eV/K")
print(f"kB T = {thermal_ev:.6f} eV")
print(f"E/(kB T) = {reduced_barrier:.4f}")
print(f"exp(-E/kB T) = {boltzmann:.4e}")
print(f"rate to one neighbour k = {rate:.4e} 1/s")
print(f"total exit rate 6k = {total_rate:.4e} 1/s")
print(f"mean residence time = {1 / total_rate:.4e} s")
print(f"a^2 = {jump_length**2:.4e} m^2")
print(f"diffusivity D = {diffusivity:.4e} m^2/s")
print(f"diffusivity D = {diffusivity * 1e4:.4e} cm^2/s")
print(f"rms displacement in 3D after 1 s = {np.sqrt(6 * diffusivity):.3e} m")
print("READING OF THE DATA")
print(f"D if nu were the total over neighbours = {diffusivity / 6:.3e} m^2/s")
print(f"wrong D, total rate without 1/6 = {total_rate * jump_length**2:.3e} m^2/s")
print(f"factor in D for 0.05 eV in E = {np.exp(0.05 / thermal_ev):.3f}")
print("TESTS")
print(f"cosine-model mass = {model_mass / const.atomic_mass:.3f} u")
for temp, ratio in flux_ratio.items():
    print(f"flux rate / harmonic rate at {temp:.0f} K = {ratio:.4f}")
    print(f"  leading estimate 1-kT/(4E) = "
          f"{1 - const.k * temp / (4 * barrier):.4f}")
print(f"D from master equation, x axis = {master_d[0, 0]:.4e} m^2/s")
for direction, ratio in wave_ratio.items():
    print(f"wave decay/(D q^2), direction {direction} = {ratio:.5f}")
print(f"wave test: period along x for (1, 0, 0) = {wave_size} sites")
print(f"random walk: walkers = {walkers}")
print(f"random walk: mean jumps = {mean_jumps:.2f}, expected {expected_jumps:.2f}")
print(f"random walk: D = {walk_d:.3e} m^2/s")
print(f"random walk: standard error of D = {walk_error:.1e} m^2/s")
print("tests ok")
```

It prints:

```
INPUT
jump length a = 0.25 nm
prefactor per neighbour nu = 1.0e+13 1/s
neighbours z = 6
barrier E = 0.70 eV
temperature T = 800 K
WORKED EXAMPLE
Boltzmann constant = 8.617333e-05 eV/K
kB T = 0.068939 eV
E/(kB T) = 10.1540
exp(-E/kB T) = 3.8922e-05
rate to one neighbour k = 3.8922e+08 1/s
total exit rate 6k = 2.3353e+09 1/s
mean residence time = 4.2821e-10 s
a^2 = 6.2500e-20 m^2
diffusivity D = 2.4326e-11 m^2/s
diffusivity D = 2.4326e-07 cm^2/s
rms displacement in 3D after 1 s = 1.208e-05 m
READING OF THE DATA
D if nu were the total over neighbours = 4.054e-12 m^2/s
wrong D, total rate without 1/6 = 1.460e-10 m^2/s
factor in D for 0.05 eV in E = 2.065
TESTS
cosine-model mass = 5.403 u
flux rate / harmonic rate at 800 K = 0.9725
  leading estimate 1-kT/(4E) = 0.9754
flux rate / harmonic rate at 200 K = 0.9937
  leading estimate 1-kT/(4E) = 0.9938
D from master equation, x axis = 2.4326e-11 m^2/s
wave decay/(D q^2), direction (1, 0, 0) = 0.99795
wave decay/(D q^2), direction (1, 1, 0) = 0.99795
wave decay/(D q^2), direction (1, 1, 1) = 0.99795
wave decay/(D q^2), direction (2, 1, 0) = 0.99303
wave test: period along x for (1, 0, 0) = 40 sites
random walk: walkers = 20000
random walk: mean jumps = 60.13, expected 60.00
random walk: D = 2.476e-11 m^2/s
random walk: standard error of D = 1.4e-13 m^2/s
tests ok
```
